# Schrieffer–Wolff Transformation and the Third-Order Zero-Bias Conductance Peak of a Dot

A quantum dot in Coulomb blockade holds one electron. Adding a second electron or removing the first costs far more energy than temperature or bias can supply, yet a small current still flows: an electron crosses from one lead to the other through a short-lived intermediate state. This is cotunnelling. At lowest order the process gives a conductance independent of small bias and temperature. If the electron on the dot has a free spin, however, the conductance develops a peak at zero bias that grows logarithmically on cooling, as long as this growth remains a small correction to the lowest-order conductance. Where does the logarithm come from, and what is its coefficient?

## Model and statement

Two leads $\alpha=L,R$ couple to one dot level:

$$H_0=\sum_{\alpha k\sigma}\varepsilon_k c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}+\varepsilon_d n_d+Un_\uparrow n_\downarrow,$$

$$V_t=V_++V_+^\dagger,\qquad V_+=\sum_{\alpha k\sigma}t_\alpha c^\dagger_{\alpha k\sigma}d_\sigma .$$

Energies are measured from the Fermi level at zero bias. The assumptions are as follows.

- The $t_\alpha$ are real. Each lead has constant density of states $\rho$ per spin for $|\varepsilon|<D$.
- The costs of emptying and doubly filling the dot, $E_h=-\varepsilon_d$ and $E_e=\varepsilon_d+U$, are positive and large compared with $D$, $kT$, $|eV|$ and $\Gamma_\alpha=2\pi\rho t_\alpha^2$.
- There is no magnetic field, and the dot spin is unpolarised.
- The bias is split symmetrically, $\mu_L=eV/2$ and $\mu_R=-eV/2$, with $e>0$ and current counted as particle flow from $L$ to $R$ times $e$.

The effective Hamiltonian is kept to second order in $t_\alpha$, with couplings evaluated at the Fermi level. Define

$$J_{\alpha\beta}=2t_\alpha t_\beta\left(\frac1{E_h}+\frac1{E_e}\right),\quad g_\alpha=\rho J_{\alpha\alpha},\quad g=g_L+g_R .$$

**Theorem.** Through third order in $J$, and up to corrections of order $(eV/D)^2$ and $(kT/D)^2$ in the logarithmic factor, the exchange part of $dI/dV$ is

$$G=G_{\rm ex}\left[1+2g\int_{-\infty}^{\infty}du\,h(u)\ln\frac{D}{|eV-kTu|}\right],$$

$$G_{\rm ex}=\frac{2e^2}{h}\frac{3\pi^2}{4}g_Lg_R,\qquad h(u)=\frac{u\coth(u/2)-2}{4\sinh^2(u/2)} .$$

In the prefactor $2e^2/h$, $h$ is Planck's constant; $h(u)$ is a thermal weight. The limits are

$$G(V,0)=G_{\rm ex}\left[1+2g\ln\frac{D}{|eV|}\right],$$

$$G(0,T)=G_{\rm ex}\left[1+2g\left(\ln\frac{D}{kT}+1+\gamma_E-\ln2\pi\right)\right],$$

where $\gamma_E$ is Euler's constant.

## Lemma 1: the effective Hamiltonian

*On the space with one dot electron, apart from a constant,*

$$H_{\rm eff}=\sum_{\alpha k\sigma}\varepsilon_kc^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}+\sum_{\alpha k,\beta k'}\Big[J_{\alpha\beta}\,\mathbf S\cdot\mathbf s_{\alpha k,\beta k'}+W_{\alpha\beta}\sum_\sigma c^\dagger_{\alpha k\sigma}c_{\beta k'\sigma}\Big],$$

*with $\mathbf s_{\alpha k,\beta k'}=\frac12\sum_{\sigma\sigma'}c^\dagger_{\alpha k\sigma}\boldsymbol\sigma_{\sigma\sigma'}c_{\beta k'\sigma'}$ and $W_{\alpha\beta}=\frac12t_\alpha t_\beta(1/E_h-1/E_e)$.*

**Proof.** Let $A=B-B^\dagger$, where

$$B=\sum_{\alpha k\sigma}t_\alpha\left[\frac{1-n_{-\sigma}}{\varepsilon_k-\varepsilon_d}+\frac{n_{-\sigma}}{\varepsilon_k-\varepsilon_d-U}\right]c^\dagger_{\alpha k\sigma}d_\sigma .$$

An operator $X$ that raises $H_0$ by $\Delta$ obeys $[X,H_0]=-\Delta X$. The two parts of $B$ raise $H_0$ by their own denominators, so $[B,H_0]=-V_+$. Taking the adjoint gives $[B^\dagger,H_0]=V_+^\dagger$. Therefore $[A,H_0]=-V_t$, and

$$e^A(H_0+V_t)e^{-A}=H_0+V_t+[A,H_0]+[A,V_t]+\tfrac12[A,[A,H_0]]+\dots=H_0+\tfrac12[A,V_t]+O(t^3).$$

The first-order terms cancel, and the last two displayed commutators combine into one half. The terms that keep $n_d=1$ are

$$\tfrac12\left(BV_+^\dagger+V_+B^\dagger-V_+^\dagger B-B^\dagger V_+\right).$$

The last two pass through the empty dot, where the denominator of $B$ is $E_h+\varepsilon_k$. The first two pass through the doubly filled dot, where it is $-(E_e-\varepsilon_k)$. Set

$$a_h=\frac12\left[\frac1{E_h+\varepsilon_k}+\frac1{E_h+\varepsilon_{k'}}\right],\qquad a_e=\frac12\left[\frac1{E_e-\varepsilon_k}+\frac1{E_e-\varepsilon_{k'}}\right].$$

Abbreviate $c_\sigma=c_{\alpha k\sigma}$ and $c'_{\sigma'}=c_{\beta k'\sigma'}$. The projected terms are then

$$-\sum t_\alpha t_\beta\left[a_h\,d^\dagger_{\sigma'}c'_{\sigma'}c^\dagger_\sigma d_\sigma+a_e\,c^\dagger_\sigma d_\sigma d^\dagger_{\sigma'}c'_{\sigma'}\right].$$

Anticommuting the operators gives

$$d^\dagger_{\sigma'}c'_{\sigma'}c^\dagger_\sigma d_\sigma=\text{(contraction)}-d^\dagger_{\sigma'}d_\sigma c^\dagger_\sigma c'_{\sigma'},$$

$$c^\dagger_\sigma d_\sigma d^\dagger_{\sigma'}c'_{\sigma'}=(\delta_{\sigma\sigma'}-d^\dagger_{\sigma'}d_\sigma)c^\dagger_\sigma c'_{\sigma'} .$$

The contraction, present for identical lead states, sums to a constant because $n_d=1$. What remains is

$$\sum t_\alpha t_\beta\left[(a_h+a_e)d^\dagger_{\sigma'}d_\sigma c^\dagger_\sigma c'_{\sigma'}-a_e\delta_{\sigma\sigma'}c^\dagger_\sigma c'_\sigma\right].$$

The Pauli identity $\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}$ implies

$$\sum_{\sigma\sigma'}d^\dagger_{\sigma'}d_\sigma c^\dagger_\sigma c'_{\sigma'}=\tfrac12n_d\sum_\sigma c^\dagger_\sigma c'_\sigma+2\,\mathbf S\cdot\mathbf s .$$

Hence $J=2t_\alpha t_\beta(a_h+a_e)$ and $W=t_\alpha t_\beta[\frac12(a_h+a_e)-a_e]=\frac12t_\alpha t_\beta(a_h-a_e)$. Setting the lead energies to zero gives the stated couplings. $\square$

Both virtual paths contribute to $J$ with the same positive sign, so the exchange is antiferromagnetic. Their potential-scattering parts oppose each other and cancel at $E_h=E_e$. The product form of the couplings also gives $J_{LR}^2=J_{LL}J_{RR}$.

## Lemma 2: lowest-order conductance

*At second order in the couplings, exchange gives $G_{\rm ex}$ and potential scattering adds $G_{\rm el}=(2e^2/h)\,4\pi^2(\rho W_{LR})^2$.*

**Proof.** In the four-dimensional space of electron spin and dot spin, the amplitude for crossing is $\mathcal T_1=J_{LR}X+W_{LR}$, with $X=\frac12\mathbf S\cdot\boldsymbol\sigma$. The eigenvalues of $X$ are $\frac14$ three times and $-\frac34$ once, so

$$\mathrm{Tr}X=0,\qquad \mathrm{Tr}X^2=\tfrac3{16}+\tfrac9{16}=\tfrac34 .$$

We sum over electron spins and final states and average over the two dot spin states. The weight is

$$\tfrac12\mathrm{Tr}\,\mathcal T_1^2=\tfrac38J_{LR}^2+2W_{LR}^2 .$$

The golden rule supplies $(2\pi/\hbar)\rho^2$. Forward minus backward occupation factors give $f_L(1-f_R)-f_R(1-f_L)=f_L-f_R$, whose energy integral is $eV$. Thus

$$G=\frac{2\pi e^2}{\hbar}\rho^2\left(\tfrac38J_{LR}^2+2W_{LR}^2\right)=\frac{2e^2}{h}\,2\pi^2\rho^2\left(\tfrac38J_{LR}^2+2W_{LR}^2\right).$$

Using $\rho^2J_{LR}^2=g_Lg_R$ gives both results. $\square$

## Lemma 3: how the Fermi sea enters

*At second order in the couplings, the part of the $L\to R$ amplitude that depends on the occupation of intermediate lead states is*

$$J_{LR}X\sum_{\nu=L,R}g_\nu\Lambda_\nu(\varepsilon),\qquad \Lambda_\nu(\varepsilon)=\mathrm P\!\!\int_{-D}^{D}d\omega\,\frac{f_\nu(\omega)}{\varepsilon-\omega}.$$

**Proof.** An electron of energy $\varepsilon$ goes from state $k'$ in $L$ to state $k$ in $R$, through a level $q$ of lead $\nu$. There are two orders of events.

In the electron path, $k'\to q$ happens first and $q\to k$ second. Level $q$ must be empty, and the energy denominator is $\varepsilon-\varepsilon_q$.

In the hole path, $q\to k$ happens first and $k'\to q$ second. Level $q$ must be filled, and the denominator is $\varepsilon_q-\varepsilon$. For each spin component of $q$ the lead operators reduce to

$$c^\dagger_kc_qc^\dagger_qc_{k'}=(1-n_q)c^\dagger_kc_{k'},\qquad c^\dagger_qc_{k'}c^\dagger_kc_q=-n_q\,c^\dagger_kc_{k'} .$$

The minus sign turns the hole denominator into $\varepsilon-\varepsilon_q$ as well. The electron-spin matrices stand in the order $\sigma^a\sigma^b$ in both paths, since they follow the spin labels from $k'$ through $q$ to $k$. The dot operators stand in time order, which differs. The rate below is linear in $n_q$, so we may replace $n_q$ by $f=f_\nu(\varepsilon_q)$. The exchange terms add to

$$\frac{J_{R\nu}J_{\nu L}}{4(\varepsilon-\varepsilon_q)}\sigma^a\sigma^b\left[(1-f)S^aS^b+fS^bS^a\right]
=\frac{J_{R\nu}J_{\nu L}}{4(\varepsilon-\varepsilon_q)}\sigma^a\sigma^b\left(S^aS^b+f[S^b,S^a]\right),$$

with repeated spin indices summed. Now $[S^b,S^a]=-i\epsilon_{abc}S^c$, and the antisymmetric part of $\sigma^a\sigma^b$ is $i\epsilon_{abd}\sigma^d$. Since $\epsilon_{abc}\epsilon_{abd}=2\delta_{cd}$,

$$\tfrac14\sigma^a\sigma^b[S^b,S^a]=\tfrac14\cdot2\,\mathbf S\cdot\boldsymbol\sigma=X .$$

For either lead, $J_{R\nu}J_{\nu L}=J_{LR}J_{\nu\nu}$. Summing over $q$ with density $\rho$ gives the claim. Terms containing $W$ have a dot operator that commutes with everything, so their $f$ dependence cancels. The principal value is sufficient because the spin traces used below are real: the imaginary part of the denominator drops out of the interference. $\square$

At $T=0$, for $\varepsilon$ close to $\mu_\nu$ on the scale of $D$, $\Lambda_\nu\simeq\ln(D/|\varepsilon-\mu_\nu|)$. The filled states end abruptly at the Fermi level, and states just inside the edge have small denominators. Without spin flips this edge would not be seen. If the coupling is reduced to $S^z\sigma^z$, the commutator vanishes and the empty and filled cases give the same total amplitude. The numerical check confirms this difference on a small many-electron system.

## Proof of the theorem

**The current.** At third order in the rate, the first-order amplitude interferes with the second-order one. Final states with two rearranged lead electrons have no first-order partner and do not enter. The interference of Lemma 3 with $\mathcal T_1$ has weight

$$2\cdot\tfrac12\mathrm{Tr}\Big[(J_{LR}X+W_{LR})J_{LR}X\sum_\nu g_\nu\Lambda_\nu\Big]=\tfrac38J_{LR}^2\cdot2\sum_\nu g_\nu\Lambda_\nu,$$

because $\mathrm{Tr}X=0$ removes the mixed term. The occupation-independent part of the second-order amplitude is proportional to

$$\mathrm P\!\!\int_{-D}^{D}\frac{d\omega}{\varepsilon-\omega}=\ln\frac{D+\varepsilon}{D-\varepsilon},$$

which is odd in $\varepsilon$. For symmetric bias $f_L-f_R$ is even in $\varepsilon$, so this part gives no current. The exchange current is therefore

$$I=\frac{G_{\rm ex}}e\int d\varepsilon\,(f_L-f_R)\Big[1+2\sum_\nu g_\nu\Lambda_\nu(\varepsilon)\Big].$$

**The band edge.** Integrating $\Lambda_\nu$ by parts, with $f_\nu(-D)=1$ and $f_\nu(D)=0$ up to exponentially small terms, gives

$$\Lambda_\nu(\varepsilon)=\int d\omega\left(-\frac{\partial f_\nu}{\partial\omega}\right)\ln\frac D{|\varepsilon-\omega|}+\ln\left(1+\frac\varepsilon D\right).$$

In the last logarithm the term $\varepsilon/D$ is odd and integrates to zero. The next term, $-\varepsilon^2/2D^2$, changes the logarithmic factor in $dI/dV$ by

$$-\frac1{2D^2}\left[\left(\frac{eV}2\right)^2+\frac{\pi^2}3(kT)^2\right],$$

since differentiating $f_L-f_R$ with respect to $eV$ gives half the sum of two thermal weights centred at $\pm eV/2$. We drop this correction.

**The derivative.** Let $f(x)=1/(e^x+1)$ and $v=eV/kT$. For $\nu=L$ put $x=(\varepsilon-\mu_L)/kT$. Then $f_L=f(x)$ and $f_R=f(x+v)$, while $\Lambda_L$ depends on $x$ alone. Differentiation gives

$$\frac{d}{d(eV)}\int d\varepsilon\,(f_L-f_R)\Lambda_L=\int dx\,[-f'(x+v)]\int dy\,[-f'(y)]\ln\frac D{kT|x-y|}.$$

Substitute $x=x'-v$ and collect pairs with $x'-y=u$. Their weight is

$$h(u)=\int dy\,f'(y)f'(y+u),$$

and the result is $\int du\,h(u)\ln(D/|kTu-eV|)$. For $\nu=R$ the sign of $v$ is reversed. Since $h$ is even, the result is the same, and the two leads together give the factor $g_L+g_R=g$.

**The thermal weight.** From the definition of $f$,

$$f(x+u)[1-f(x)]=\frac{f(x)-f(x+u)}{e^u-1}.$$

The integral of $f(x)-f(x+u)$ over $x$ is $u$, so

$$b(u)\equiv\int dx\,f(x+u)[1-f(x)]=\frac u{e^u-1}=\frac u2\left(\coth\frac u2-1\right).$$

Differentiating the integral twice and integrating once by parts gives $b''=h$. Differentiating the closed form gives

$$b'=\frac12\left(\coth\frac u2-1\right)-\frac u{4\sinh^2(u/2)},\qquad b''=\frac{u\coth(u/2)-2}{4\sinh^2(u/2)},$$

which proves the general formula.

**The limits.** The weight $h$ is normalised, because it is a convolution of two normalised weights. At $T\to0$ with $V\ne0$ the integral becomes $\ln(D/|eV|)$. At $V=0$ we need the mean of $\ln|u|$. For $s>1$, two integrations by parts give

$$M(s)=\int du\,h(u)|u|^s=2s(s-1)\int_0^\infty du\,u^{s-2}b(u)=2s(s-1)\int_0^\infty\frac{u^{s-1}du}{e^u-1}.$$

Expanding $1/(e^u-1)=\sum_{n\ge1}e^{-nu}$ makes the last integral $\Gamma(s)\zeta(s)$, hence

$$M(s)=2(s-1)\Gamma(s+1)\zeta(s).$$

Both sides are analytic for $s>-1$, so the formula continues to $s=0$. With $\zeta(0)=-\frac12$ and $\zeta'(0)=-\frac12\ln2\pi$ we find $M(0)=1$, as required, and

$$\int du\,h(u)\ln|u|=M'(0)=-1-\gamma_E+\ln2\pi .$$

Subtracting this mean from $\ln(D/kT)$ proves the zero-bias limit. $\square$

## Remarks on meaning and validity

**Sign.** The leading conductance is even in $J$ and the correction is odd. Antiferromagnetic exchange therefore produces a peak; the same algebra with $J<0$ would produce a dip.

**Cutoff.** The larger of $|eV|$ and $kT$ limits the logarithm. The zero-temperature curve reaches the height of the thermal peak at $|eV|=2\pi e^{-1-\gamma_E}kT\approx1.30\,kT$, which marks the crossover.

**Energy dependence of $J$.** If $J$ varies smoothly across the band, its deviation from the Fermi-level value vanishes linearly as the intermediate energy approaches the edge. This removes the small denominator, so the constant beside the leading logarithm changes but its coefficient does not.

**Breakdown.** The expansion requires $g\ln(D/\max(|eV|,kT))\ll1$. At zero bias this quantity reaches one near $kT\sim D e^{-1/g}$. Well before that the truncated series is unreliable, so the theorem describes the onset of the Kondo peak and not its low-temperature height.

## Worked example

Take a model dot with $U=20$ meV, $\varepsilon_d=-8$ meV, $D=1$ meV, $\Gamma_L=0.4$ meV and $\Gamma_R=0.2$ meV. Then $E_h=8$ meV, $E_e=12$ meV and $\rho=1/(2D)=0.5$ meV$^{-1}$. The narrow band is chosen to satisfy $D\ll E_h,E_e$, though with $D/E_h=1/8$ only moderately. Keeping the energy dependence of $J$ and $W$ across this band shifts the zero-bias logarithmic factor at $0.2$ K by about $0.07$ without changing its slope in $\ln T$. Together with the fourth-order terms in $t_\alpha$, which are of similar size, the neglected pieces change the exchange conductance by one to two percent. The third figure of the conductances below therefore refers to $H_{\rm eff}$ with Fermi-level couplings, not to the dot Hamiltonian itself. Leads of real dots usually have wider bands; their bandwidth cannot simply be inserted for $D$, because the energy dependence of the virtual costs must then be kept. From $t_L^2=\Gamma_L/(2\pi\rho)$ we get $t_L=0.357$ meV, and

$$J_{LL}=2(0.357)^2\left(\tfrac18+\tfrac1{12}\right)\text{ meV}=0.0531\text{ meV}.$$

Thus $g_L=0.0265$. The right lead has half the width, so $g_R=0.0133$ and $g=0.0398$. The second-order exchange conductance is

$$G_{\rm ex}=\frac{2e^2}h\,\frac{3\pi^2}4(0.02653)(0.01326)=2.60\times10^{-3}\,\frac{2e^2}h .$$

Potential scattering adds $0.035\times10^{-3}(2e^2/h)$, little more than one percent of this.

At $0.2$ K, $kT=0.0172$ meV. The zero-bias logarithmic factor is $\ln(1/0.0172)-0.261=3.80$, so the bracket is $1+2(0.0398)(3.80)=1.30$. The exchange conductance rises to $3.39\times10^{-3}(2e^2/h)$, or $0.263\ \mu$S. The bias dependence at this temperature is:

| Bias (mV) | Logarithmic factor | $G$ in $10^{-3}(2e^2/h)$ |
|---|---|---|
| 0 | 3.80 | 3.39 |
| 0.02 | 3.68 | 3.37 |
| 0.05 | 3.21 | 3.27 |
| 0.10 | 2.43 | 3.11 |
| 0.20 | 1.64 | 2.94 |

The crossover bias is $0.022$ mV. Below it the curve is rounded by temperature; at $0.20$ mV the factor is already close to the zero-temperature value $\ln5=1.61$. Each halving of $T$ adds $2gG_{\rm ex}\ln2=0.144\times10^{-3}(2e^2/h)$ to the peak, as the values $3.25$ at $0.4$ K and $3.39$ at $0.2$ K show in the same units.

The expansion parameter $g$ times the logarithmic factor is $0.15$ at $0.2$ K. Call it $x$. The next order is not derived here, but the standard leading-logarithm scaling of the exchange coupling replaces the bracket $1+2x$ by $(1-x)^{-2}=1+2x+3x^2+\dots$. The next term is then about $0.07$, and the full bracket is about $1.39$ instead of $1.30$, which would move the zero-bias value from $3.4$ to about $3.6$ in units of $10^{-3}(2e^2/h)$. The conductances quoted above are therefore values of the truncated formula; near the peak even their second figure is not a prediction for the full conductance of the dot. The breakdown temperature, of order $10^{-10}$ K, is far below the temperatures considered.

Differentiating the finite-band current numerically at $0.10$ mV gives a logarithmic factor of $2.4300$, against $2.4318$ from the theorem. The band-edge correction derived above is $-\frac12[0.05^2+\frac{\pi^2}3(0.0172)^2]=-0.0017$, which accounts for the difference to the accuracy of that estimate.

## Computed results

```
U = 20.0 meV, eps_d = -8.0 meV, D = 1.0 meV
Gamma_L = 0.4 meV, Gamma_R = 0.2 meV
E_h = 8.0 meV, E_e = 12.0 meV, rho = 0.50 /meV
t_L = 0.3568 meV, t_R = 0.2523 meV
J_LL = 0.05305 meV, J_RR = 0.02653 meV
J_LR = 0.03751 meV, W_LR = 0.00188 meV
g_L = 0.02653, g_R = 0.01326, g = 0.03979 (dimensionless)
spin sum = 0.3750 (dimensionless)
2e^2/h = 77.481 microsiemens
G_ex = 2.6042 x 10^-3 (2e^2/h) = 0.2018 microsiemens
G_el = 0.0347 x 10^-3 (2e^2/h)
zero-bias constant = -0.26066 (dimensionless)
Zero bias: T, kT, log factor, g*log, exchange G in 10^-3 (2e^2/h)
  0.2 K  0.01723 meV  3.8002  0.1512  3.3917
  0.4 K  0.03447 meV  3.1070  0.1236  3.2480
  0.8 K  0.06894 meV  2.4139  0.0960  3.1044
T = 0.2 K: bias, log factor, exchange G in 10^-3 (2e^2/h)
  0.00 mV  3.8002  3.3917
  0.02 mV  3.6829  3.3674
  0.05 mV  3.2134  3.2701
  0.10 mV  2.4318  3.1081
  0.20 mV  1.6369  2.9434
peak exchange G at 0.2 K = 0.2628 microsiemens
peak total G_ex part + G_el = 3.4264 x 10^-3 (2e^2/h)
relative enhancement at zero bias, 0.2 K = 30.24 percent
gain per halving of T = 0.1436 x 10^-3 (2e^2/h)
crossover eV/kT = 1.2978; bias at 0.2 K = 0.02237 mV
breakdown temperature D exp(-1/g)/k = 1.41e-10 K
Checks
  transformation: error ratio on halving t = 15.61
  amplitude: largest deviation = 1.4e-17 meV
  effect of filling a level: full exchange 0.0788 meV, Ising 3.3e-19 meV
  weak link: exact transmission 0.009950, golden rule 0.009950
  log factor at 0.00 mV: from current 3.7997, formula 3.8002
  log factor at 0.03 mV: from current 3.5504, formula 3.5510
  log factor at 0.10 mV: from current 2.4300, formula 2.4318
  T = 0, 0.05 mV: from current 2.9955, ln(D/eV) 2.9957
```
